# Multiphonon Lineshape of a Trapped Hole by Fourier Transform

## The physical question

A hole in an oxide film can lower its energy by distorting the lattice around it. When an electron recombines with this trapped hole, the force that held the distortion disappears. The atoms are left displaced from their new equilibrium, and part of the electronic energy becomes vibration instead of light. The emission is therefore a band. We want its shape, and we want to know which errors come from the numerical transform and which from the model.

Let $E_{\rm ZPL}$ be the photon energy when both lattices are in their ground levels, $E$ the actual photon energy, and

$$W=E_{\rm ZPL}-E$$

the energy left in the lattice. We assume harmonic modes with the same frequencies before and after emission, no mixing of modes, and an electronic matrix element independent of the atomic positions (the Condon approximation). The lattice is in thermal equilibrium around the trapped hole before it emits.

With vibrational energies $\tilde\epsilon_m$ (hole trapped) and $\epsilon_n$ (hole gone), each counted from its own ground level, the golden rule gives the normalized lineshape

$$F(W)=\sum_{m,n}p_m|\langle n|\tilde m\rangle|^2\,\delta(W-\epsilon_n+\tilde\epsilon_m),$$

where $p_m$ are Boltzmann populations. For a constant dipole matrix element the photon count per unit energy is proportional to $E^3F(E_{\rm ZPL}-E)$. We calculate $F$ first and restore $E^3$ later.

## From a double sum to a generating function

Insert $\delta(x)=(2\pi\hbar)^{-1}\int dt\,e^{ixt/\hbar}$. The time-dependent part of the sum is

$$g(t)=\sum_{m,n}p_m\langle\tilde m|n\rangle\langle n|\tilde m\rangle e^{i(\tilde\epsilon_m-\epsilon_n)t/\hbar}
={\rm Tr}\!\left[\rho_i e^{ih_it/\hbar}e^{-ih_ft/\hbar}\right],$$

because the states $|n\rangle$ are complete. Hence

$$F(W)=\frac1{2\pi\hbar}\int_{-\infty}^{\infty}dt\,e^{iWt/\hbar}g(t),\qquad
g(t)=\int dW\,F(W)e^{-iWt/\hbar}.$$

Take one mode, with mass-weighted coordinate $Q=\sqrt{\hbar/2\omega}\,(b+b^\dagger)$ and $h_f=\hbar\omega b^\dagger b$. The trapped hole moves the minimum from $0$ to $\Delta Q$. Define $D(\gamma)=\exp(\gamma b^\dagger-\gamma^*b)$. Since $D(\alpha)bD^\dagger(\alpha)=b-\alpha$,

$$h_i=D(\alpha)h_fD^\dagger(\alpha)=\hbar\omega(b^\dagger-\alpha)(b-\alpha)$$

for real $\alpha$. Its minimum lies at $2\alpha\sqrt{\hbar/2\omega}=\Delta Q$, so

$$\alpha^2=\frac{\omega\Delta Q^2}{2\hbar}\equiv S,\qquad
\lambda=\tfrac12\omega^2\Delta Q^2=S\hbar\omega.$$

The Huang-Rhys factor $S$ is the relaxation energy $\lambda$ counted in phonons.

The initial density operator is displaced too, $\rho_i=D\rho D^\dagger$, with $\rho$ the thermal operator of $h_f$. Using $D^\dagger D=1$ and the cyclic property of the trace,

$$g(t)={\rm Tr}\!\left[\rho\,e^{ih_ft/\hbar}D^\dagger(\alpha)e^{-ih_ft/\hbar}D(\alpha)\right].$$

The evolution turns $b$ into $be^{-i\theta}$ and $b^\dagger$ into $b^\dagger e^{i\theta}$, where $\theta=\omega t$. Therefore $g=\langle D(x)D(y)\rangle$ with $x=-\alpha e^{i\theta}$ and $y=\alpha$.

**Product of displacements.** Let $[A,B]$ be a number and $U(s)=e^{sA}e^{sB}$. Then

$$\frac{dU}{ds}=\left(A+e^{sA}Be^{-sA}\right)U=(A+B+s[A,B])U.$$

Because $[A,B]$ is a number, the brackets at different $s$ commute with one another, so integration to $s=1$ gives $e^Ae^B=e^{A+B}e^{[A,B]/2}$. For $A=xb^\dagger-x^*b$ and $B=yb^\dagger-y^*b$, $[b,b^\dagger]=1$ gives $[A,B]=xy^*-x^*y$. Here

$$\tfrac12(xy^*-x^*y)=\tfrac S2(-e^{i\theta}+e^{-i\theta})=-iS\sin\theta,$$

$$|x+y|^2=S|1-e^{i\theta}|^2=2S(1-\cos\theta).$$

**Thermal mean.** The same rule gives $D(\gamma)=e^{-|\gamma|^2/2}e^{\gamma b^\dagger}e^{-\gamma^*b}$. In a thermal state only equal powers of $b^\dagger$ and $b$ survive. With $z=e^{-\hbar\omega/k_BT}$ and $\bar n=z/(1-z)$,

$$\langle b^{\dagger l}b^l\rangle=(1-z)\sum_{m\ge l}\frac{m!}{(m-l)!}z^m
=(1-z)\frac{l!\,z^l}{(1-z)^{l+1}}=l!\,\bar n^l,$$

where the sum follows from differentiating the geometric series $l$ times. Hence

$$\langle D(\gamma)\rangle=e^{-|\gamma|^2/2}\sum_l\frac{(-|\gamma|^2)^l}{(l!)^2}\,l!\,\bar n^l
=e^{-|\gamma|^2(\bar n+1/2)}.$$

Combining the two rules,

$$g=\exp[-iS\sin\theta-S(2\bar n+1)(1-\cos\theta)].$$

Writing sine and cosine as exponentials, and multiplying the factors of independent modes $k$, we obtain

$$g(t)=\exp\sum_kS_k\left[(\bar n_k+1)(e^{-i\omega_kt}-1)+\bar n_k(e^{i\omega_kt}-1)\right].$$

The first term describes phonons created, the second phonons absorbed.

## Zero temperature: the Poisson law

For one mode with $\bar n=0$, expand the outer exponential:

$$g(t)=e^{-S}\exp(Se^{-i\omega t})=\sum_{n=0}^{\infty}e^{-S}\frac{S^n}{n!}e^{-in\omega t}.$$

Each term transforms into $\delta(W-n\hbar\omega)$, so the peak weights are

$$P_n=e^{-S}\frac{S^n}{n!}.$$

Their mean is $\sum_n nP_n=S$. Also $\sum_n n(n-1)P_n=S^2$, so the variance is $S^2+S-S^2=S$. For $S\ll1$ the zero-phonon line holds nearly all the weight, $P_0\simeq1-S$. For large $S$ it is exponentially weak. Since $P_n/P_{n-1}=S/n$, an integer $S$ gives two equal highest peaks, at $n=S-1$ and $n=S$.

An independent check needs overlaps found without displacement operators. Both oscillators were diagonalized on a grid of the coordinate $q=Q\sqrt{\omega/\hbar}$, from $-17$ to about $20$ in steps of $0.15$, with minima $\sqrt{2S}$ apart. For $S=0.7$, $3$ and $18$, the first 50 squared overlaps agree with the Poisson weights within $10^{-10}$ plus one part in $10^5$. For $S=18$ their mean and variance are both $18.000000$.

## Finite temperature: cumulants

Since $g(t)$ is the mean of $e^{-iWt/\hbar}$, its logarithm defines the cumulants $\kappa_r$ through $\ln g=\sum_r\kappa_r(-it/\hbar)^r/r!$. Expanding the exponentials in $\ln g$ gives

$$\kappa_r=\sum_kS_k(\hbar\omega_k)^r\left[\bar n_k+1+(-1)^r\bar n_k\right].$$

The mean is thus $\lambda=\sum_kS_k\hbar\omega_k$ at every temperature. The variance is $\sum_kS_k(\hbar\omega_k)^2(2\bar n_k+1)$, with $2\bar n_k+1=\coth(\hbar\omega_k/2k_BT)$, and $\kappa_3=\sum_kS_k(\hbar\omega_k)^3$. For one mode, the variance of $W/\hbar\omega$ exceeds its mean by the factor $2\bar n+1$, so the weights are no longer Poissonian. When $k_BT\gg\hbar\omega_k$, the variance tends to $2\lambda k_BT$.

For strong coupling the envelope of the lines is nearly Gaussian. Let $x=W-\lambda$ and let $\sigma_t^2$ be the total variance. In the Fourier integral $it/\hbar$ acts as $d/dW$, so the first effect of $\kappa_3$ on the Gaussian $\phi(x)$ is

$$F\simeq\phi-\frac{\kappa_3}{6}\phi'''
=\phi\left[1-\frac{\kappa_3}{2\sigma_t^4}x+\frac{\kappa_3}{6\sigma_t^6}x^3\right].$$

Setting the derivative of $\ln F$ to zero at small $x$ gives $x_{\rm peak}\simeq-\kappa_3/(2\sigma_t^2)$. The emission peak therefore lies slightly above $E_{\rm ZPL}-\lambda$.

## The discrete transform and its errors

Ideal lines do not fit on a grid. Multiplying $g$ by $e^{-\sigma^2t^2/2\hbar^2}$ replaces every line by a normalized Gaussian of standard deviation $\sigma$, and adds $\sigma^2$ to the variance. Choose $N$ samples, energy step $\Delta W$, and

$$\Delta t=\frac{2\pi\hbar}{N\Delta W},\qquad t_j=j\Delta t,\qquad W_k=k\Delta W.$$

Then $W_kt_j/\hbar=2\pi jk/N$. The integral becomes a sum with prefactor $\Delta t/2\pi\hbar=1/(N\Delta W)$. An inverse FFT that contains $1/N$ must therefore be divided by $\Delta W$.

**Folding.** Suppose first that the sum over samples is infinite. Inserting $g$ as the transform of $F$ and using $\sum_je^{ijx}=2\pi\sum_l\delta(x-2\pi l)$,

$$\frac{\Delta t}{2\pi\hbar}\sum_{j=-\infty}^{\infty}g(t_j)e^{iWt_j/\hbar}
=\sum_{l=-\infty}^{\infty}F(W+lN\Delta W).$$

Sampling adds copies of the spectrum, shifted by the energy period $N\Delta W$. This period must exceed the occupied range.

**Truncation.** The closed form of $g$ shows $|g|\le1$. Let $a$ be one time step less than the last $|t|$. Bounding the two omitted tails by integrals gives

$$|\delta F|\le\frac1{\pi\hbar}\int_a^\infty e^{-\sigma^2t^2/2\hbar^2}dt
\le\frac{\hbar}{\pi\sigma^2a}e^{-\sigma^2a^2/2\hbar^2}.$$

A narrower line needs a longer time record, while a wider spectrum needs a shorter time step.

**Weights from one period.** At zero temperature a single mode needs no broadening. With $M$ samples over one period,

$$\frac1M\sum_{j=0}^{M-1}g(t_j)e^{in\omega t_j}
=\sum_kP_k\frac1M\sum_{j=0}^{M-1}e^{2\pi ij(n-k)/M}
=\sum_lP_{n+lM},$$

where $P_k=0$ for $k<0$. For $S=18$, taking $M=24$ covers the mean but not the upper tail. The calculated $n=0$ weight is then $0.033$ instead of $1.5\times10^{-8}$. The sum of the $M$ results is still $g(0)=1$, so normalization cannot reveal this fault.

**Revivals and ripple.** The single-mode $g$ repeats with period $\tau=2\pi/\omega$, and these revivals produce the comb. For large $S$ each revival is short. Treating the damping as constant across it, and keeping the first revival on either side of $t=0$, gives

$$F(W)\simeq F_c(W)\left[1+2e^{-2\pi^2\sigma^2/(\hbar\omega)^2}\cos\frac{2\pi W}{\hbar\omega}\right],$$

where $F_c$ comes from the central part of $g$. At $\hbar\omega=50$ meV, $S=18$, zero temperature and $\sigma=20$ meV, the predicted relative ripple is $0.0850$. Removing the revivals changes the spectrum by $0.0874$ of the central maximum.

The difference can be traced. At $t=\tau+s$ the damping contains a further factor $e^{-\sigma^2\tau s/\hbar^2}$. Completing the square with the Gaussian $e^{-\sigma_t^2s^2/2\hbar^2}$ raises the ripple by $\exp[\sigma^4\tau^2/(2\hbar^2\sigma_t^2)]$. With $\sigma^2\tau/\hbar=0.0503$ eV and $\sigma_t^2=0.0454$ eV$^2$, this is a 2.8% increase, as found.

## Worked example: a gallium oxide film

We take rough values in the regime of ultraviolet emission from self-trapped holes in gallium oxide: $E_{\rm ZPL}=4.30$ eV, one effective mode with $\hbar\omega=50$ meV, and $S=18$. Then

$$\lambda=18\times0.050=0.90\ {\rm eV},\qquad
\Delta Q=\sqrt{2\hbar S/\omega}=1.73\ {\rm amu}^{1/2}\,\text{Å}.$$

If one atom of mass 16 amu carried the whole distortion, it would move $1.73/\sqrt{16}=0.43$ Å.

The transform uses $N=8192$ and $\Delta W=1$ meV. The energy period is $8.192$ eV and the time step $0.505$ fs, against a vibrational period of $82.7$ fs. For $\sigma=4$ meV the damping at the last time is $5\times10^{-35}$, so truncation is negligible.

Folding at zero temperature can be bounded from the ratio $P_n/P_{n-1}=18/n$. The upper edge of the window, $4.096$ eV, lies just below $n=82$. From $n=36$ onward each weight is at most half its predecessor, so $P_{82}<P_{30}\,2^{-46}$. With $P_{30}=2.6\times10^{-3}$, all lines beyond the edge together hold less than $10^{-16}$.

The areas of the resolved zero-temperature peaks reproduce the Poisson law. The zero-phonon line at $4.30$ eV has weight $1.5\times10^{-8}$. The highest pair, $n=17$ and $18$ at $3.45$ and $3.40$ eV, has weight $0.0936$ each. Over the first 50 peaks the largest absolute difference is $6\times10^{-11}$.

This residue comes from the summation limits. It is largest at $n=18$, whose area omits both grid points midway to its neighbours. A trapezoidal rule would count half of each point. The two peaks on either side of a midpoint contribute almost equally there, so these halves add up to about

$$2(0.0936)\frac{e^{-(25/4)^2/2}}{\sqrt{2\pi}\,(0.004\ {\rm eV})}(0.001\ {\rm eV})\simeq6\times10^{-11}.$$

At 300 K, $\bar n=0.169$ and $2\bar n+1=1.338$. The unbroadened standard deviation is

$$\sqrt{18(0.050)^2(1.338)}=0.245\ {\rm eV}.$$

The limit $2\lambda k_BT$ would give $0.216$ eV, which is 12% lower, so zero-point motion still matters. The thermal formula was checked against the diagonalized oscillators. At seven times from $0.7$ to $167$ fs, $g(t)$ agrees within $10^{-8}$ plus one part in $10^5$.

A broadening of 40 meV merges the comb. The ripple rule gives $7\times10^{-6}$, and the damping correction found above, no longer small at this broadening, raises it to about $10^{-5}$. With this broadening held fixed, the full width at half maximum grows from $0.51$ eV at 0 K to $0.58$ eV at 300 K. The peak of $F$ at 300 K is at $3.418$ eV, or 363 nm. The skewness formula accounts for its position: $\kappa_3=18(0.050)^3=0.00225$ eV$^3$ and $\sigma_t^2=0.0618$ eV$^2$ place it $0.018$ eV above $E_{\rm ZPL}-\lambda=3.40$ eV.

The photon factor shifts the observable peak. For a Gaussian centred at $E_0$, the maximum of $E^3F$ satisfies $3/E=(E-E_0)/\sigma_t^2$, giving a shift near $3\sigma_t^2/E_0=54$ meV. The full calculation gives 52 meV. The photon count per unit energy then peaks at $3.47$ eV, which corresponds to 357 nm. A spectrum plotted per unit wavelength carries a further factor $E^2$ and peaks at 354 nm.

## Model error and the real film

Numerical errors are far smaller than errors of the model. The following perturbations have illustrative sizes, and each is applied alone at 300 K.

**Anharmonicity.** Let the final potential, in units of $\hbar\omega$, be $q^2(1+cq)/2$, with $c$ chosen to raise the energy at the trapped geometry $q=d$ by 10%, so $cd=0.1$. The slope there becomes $d(1+3cd/2)=1.15d$. A steeper slope converts the same initial spread of positions into a wider spread of energies. Diagonalization gives a standard deviation of $0.283$ eV instead of $0.245$ eV, and a mean $W$ larger by 95 meV. Of this shift, 90 meV is simply the imposed 10% rise of the relaxation energy. If instead $d$ is reduced to $6/\sqrt{1.1}=5.72$, so that the relaxation energy stays at $0.90$ eV with $cd=0.1$, the slope is only 10% above the harmonic one, the mean rises by 5 meV and the standard deviation is $0.270$ eV. The sign of $c$ is also a choice: $cd=-0.1$ at fixed $d$ lowers the mean by 95 meV and narrows the standard deviation to $0.208$ eV.

**Frequency change.** Let the trapped-state frequency be 10% lower, with the final potential and displacement fixed. The initial positions spread further, and the standard deviation becomes $0.267$ eV. The mean changes by about 1 meV.

**Static disorder.** An amorphous film has a distribution of local environments. A Gaussian spread of transition energies with standard deviation 100 meV, added to the 40 meV broadening, widens the band from $0.58$ to $0.63$ eV.

**Several modes.** Split the relaxation energy equally between modes of 30 and 70 meV. This keeps $\lambda$ fixed, and also the mean phonon energy weighted by relaxation energy. The width becomes $0.59$ eV, and the profile changes by at most 1.3% of its peak. For this split, one effective mode describes the merged band well. With the same equal division and the same mean phonon energy, modes further apart change the profile more. One mode also cannot give the line positions of a resolved spectrum.

**Carrier motion.** A nondegenerate electron in a parabolic band, with a matrix element independent of its energy, adds a mean 39 meV to the photon energy, with a standard deviation of 32 meV. A hole hopping over an assumed 0.30 eV barrier, with attempt frequency $\omega/2\pi$, leaves at about $1.1\times10^8$ s$^{-1}$. The corresponding energy $\hbar$ times rate is $7\times10^{-8}$ eV, negligible beside the band width.

Gallium oxide does show a broad ultraviolet band that is attributed to self-trapped holes, roughly in the 3 to 4 eV range. The parameters were chosen for that regime, so the calculated peak does not confirm the model. Real films break the assumption of identical harmonic sites. For the sizes tried here, anharmonicity changes the standard deviation by 15% at fixed displacement and by 10% at fixed relaxation energy, in a direction set by the sign of the cubic term. The frequency change and the disorder give 9% and 8%, so the three corrections are of comparable size. A matrix element that varies with atomic position is also neglected, and its effect has not been estimated. The peak weights and remaining values are listed in the numerical output.

## Values computed for the example and the checks

```
input: S = 18.0, phonon energy = 50.0 meV
input: zero-phonon energy = 4.30 eV, T = 300 K
input: sharp, smooth sigma = 4, 40 meV
relaxation energy = 0.900 eV
mass-weighted displacement = 1.735 amu^(1/2) angstrom
vibrational period = 82.71 fs
thermal occupation = 0.1690
time samples = 8192, time step = 0.5048 fs
energy step = 1.0 meV, energy period = 8.192 eV
last |time| = 2067.8 fs, sharp damping there = 5.12e-35
T=0: n, photon energy (eV), FFT peak area, Poisson weight
 0  4.300  1.522998e-08  1.522998e-08
 5  4.050  2.398174e-04  2.398174e-04
10  3.800  1.498516e-02  1.498516e-02
14  3.600  6.547960e-02  6.547960e-02
17  3.450  9.359732e-02  9.359732e-02
18  3.400  9.359732e-02  9.359732e-02
22  3.200  5.596646e-02  5.596646e-02
26  3.000  1.637440e-02  1.637440e-02
30  2.800  2.613451e-03  2.613451e-03
largest area-Poisson difference, n<50 = 6.19e-11
T=0 overlap mean, variance of n = 18.000000, 18.000000
n=0 weight with only 24 samples per period = 0.03285
300 K variance/mean of W/(phonon energy) = 1.3380
ripple at sigma 20 meV: seen 0.0874, rule 0.0850
ripple rule at smooth sigma = 6.52e-06
smooth lineshape peak: 0 K 3.4243 eV, 300 K 3.4184 eV
smooth lineshape FWHM: 0 K 0.5077 eV, 300 K 0.5832 eV
300 K Gaussian FWHM estimate = 0.5854 eV
300 K lineshape peak wavelength = 362.7 nm
E^3 factor: peak = 3.4705 eV, shift = 52.1 meV
peak wavelength with E^3 factor = 357.3 nm
site disorder sigma 100 meV: FWHM = 0.6290 eV
unbroadened 300 K: mean W = 0.9000 eV, std = 0.2454 eV
trapped/final frequency 0.90: mean W = 0.9013 eV, std = 0.2670 eV
cubic term, 10% at trap geometry: mean W = 0.9950 eV, std = 0.2830 eV
two modes: S=15.000 at 30 meV, S=6.429 at 70 meV
two-mode FWHM = 0.5901 eV, largest change/peak = 0.0131
band electron: mean energy = 38.8 meV, std = 31.7 meV
hopping barrier 0.30 eV: rate = 1.10e+08 s^-1, hbar*rate = 7.26e-08 eV
```
